**Murphy's yield formula tested against direct averages**

For critical area \(A\) and a defect density distributed as a symmetric triangle on \([0,2D_0]\), the mean Poisson yield is \(Y=[(1-e^{-\lambda})/\lambda]^2\), with \(\lambda=AD_0\). The program asserts that the sum of two independent uniform variables has this triangular density. It compares the yield formula with Gauss quadrature for \(\lambda\) from 0.01 to 20, with symbolic integration, and with one million random chips at \(\lambda=1\). Further assertions cover the small- and large-\(\lambda\) limits, the variance of the fault count, the spread of wafer yields, and the case of two fully dependent uniform variables. For a copper wiring stack with \(A=2.0\) cm² and \(D_0=0.50\) cm⁻², the output gives a yield of 0.400, against 0.368 for a single fixed density. It also shows how the yield changes with independent densities, gamma-distributed densities and assumed via failures, and gives the fraction of passing chips that carry a latent defect.

## Program and output

```python
"""
Result under test: if chips have Poisson faults with mean A*D, and the defect
density D has a symmetric triangular distribution on [0, 2*D0], then the mean
yield is Y = ((1 - exp(-lam))/lam)**2 with lam = A*D0.
A  : critical area of the chip, summed over metal levels (cm^2)
D  : defect density per metal level (cm^-2), common to all levels of a chip
D0 : mean defect density (cm^-2)
U1, U2 : independent variables, uniform on [0, D0], whose sum is D
Averages are computed from the triangular density by Gauss quadrature,
by random sampling or symbolically, and compared with the derived formulas.
"""
import numpy as np
import sympy as sp
from scipy import integrate, stats

# Round parameters: copper wiring stack early in its production ramp
levels = 8
area_per_level = 0.25
D0 = 0.5
A = levels * area_per_level
lam = A * D0

nodes, weights = np.polynomial.legendre.leggauss(60)


def triangle(D):
    """Triangular probability density of the defect density."""
    return np.where(D <= D0, D, 2 * D0 - D) / D0**2


def half_average(func, start):
    """Integral of func(D)*triangle(D) over [start, start + D0]."""
    D = start + 0.5 * D0 * (nodes + 1)
    return 0.5 * D0 * np.sum(weights * triangle(D) * func(D))


def average(func):
    """Mean of func(D) over the full triangular distribution."""
    return half_average(func, 0.0) + half_average(func, D0)


def murphy(x):
    """Derived yield formula, x = critical area times mean density."""
    return (-np.expm1(-x) / x) ** 2


# The sum of two independent uniform variables has the triangular density
cells = 400
step = D0 / cells
box = np.full(cells, 1 / D0)
sum_density = np.convolve(box, box) * step
sum_position = (np.arange(2 * cells - 1) + 1) * step
assert np.allclose(sum_density, triangle(sum_position), atol=1e-10)

# Normalization, mean and variance of the density
assert abs(average(lambda D: np.ones_like(D)) - 1) < 1e-12
assert abs(average(lambda D: D) - D0) < 1e-12
variance_D = average(lambda D: (D - D0) ** 2)
assert abs(variance_D - D0**2 / 6) < 1e-12

# Yield formula against direct averages, from small to large fault numbers
for x in (0.01, 0.3, 1.0, 5.0, 20.0):
    direct = average(lambda D: np.exp(-x * D / D0))
    assert abs(direct / murphy(x) - 1) < 1e-10
    ratio = (np.sinh(x / 2) / (x / 2)) ** 2
    assert abs(direct * np.exp(x) / ratio - 1) < 1e-10

# Symbolic integration over the two sides of the triangle
a, t = sp.symbols("a t", positive=True)
symbolic = (sp.integrate(t * sp.exp(-a * t), (t, 0, 1))
            + sp.integrate((2 - t) * sp.exp(-a * t), (t, 1, 2)))
assert sp.simplify(sp.expand(symbolic - ((1 - sp.exp(-a)) / a) ** 2)) == 0

# Contributions of the lower and upper halves of the density range
lower = half_average(lambda D: np.exp(-A * D), 0.0)
upper = half_average(lambda D: np.exp(-A * D), D0)
e = np.exp(-lam)
assert abs(lower - (1 - (1 + lam) * e) / lam**2) < 1e-12
assert abs(upper - e * (lam - 1 + e) / lam**2) < 1e-12

# Limits: cubic coefficient at small x, inverse square at large x
x = 0.01
small = average(lambda D: np.exp(-x * D / D0))
cubic = (small - (1 - x + 7 * x**2 / 12)) / x**3
assert abs(cubic + 0.25) < 2e-3   # next series term is of order x
large = average(lambda D: np.exp(-20 * D / D0))
assert abs(large * 20**2 - 1) < 1e-7

# Random chips: triangular density first, then Poisson faults
rng = np.random.default_rng(12345)
samples = 1_000_000
D_random = rng.triangular(0, D0, 2 * D0, samples)
mc_yield = np.mean(rng.poisson(A * D_random) == 0)
Y = murphy(lam)
mc_error = np.sqrt(Y * (1 - Y) / samples)
assert abs(mc_yield - Y) < 5 * mc_error

# Fully dependent uniform variables (U1 = U2) do not give the square
u = (np.arange(20000) + 0.5) * D0 / 20000
dependent = np.mean(np.exp(-A * (u + u)))
assert abs(dependent - (1 - np.exp(-2 * lam)) / (2 * lam)) < 1e-7
assert abs(dependent - Y) > 0.01

# Fault-count mean and variance from the averaged Poisson probabilities
counts = np.arange(41)
prob = np.array([average(lambda D, k=k: stats.poisson.pmf(k, A * D))
                 for k in counts])
count_mean = np.sum(counts * prob)
count_var = np.sum((counts - count_mean) ** 2 * prob)
assert abs(count_mean - lam) < 1e-10
assert abs(count_var - (lam + lam**2 / 6)) < 1e-10

# Spread of yield between wafers, each of uniform density
wafer_std = np.sqrt(average(lambda D: (np.exp(-A * D) - Y) ** 2))
assert abs(wafer_std**2 - (murphy(2 * lam) - Y**2)) < 1e-12

# Neglected effect: each metal level has its own independent density
Y_levels = murphy(lam / levels) ** levels
D_levels = rng.triangular(0, D0, 2 * D0, (200_000, levels))
chip_yield = np.exp(-area_per_level * D_levels.sum(axis=1))
level_error = chip_yield.std() / np.sqrt(len(chip_yield))
assert abs(chip_yield.mean() - Y_levels) < 5 * level_error
# The same law for independent densities in four quarters of the chip
quarters = 4
Y_quarters = murphy(lam / quarters) ** quarters
D_quarters = rng.triangular(0, D0, 2 * D0, (200_000, quarters))
quarter_yield = np.exp(-A / quarters * D_quarters.sum(axis=1))
quarter_error = quarter_yield.std() / np.sqrt(len(quarter_yield))
assert abs(quarter_yield.mean() - Y_quarters) < 5 * quarter_error


# Neglected effect: long-tailed (gamma) distribution of density
def gamma_yield(alpha):
    return (1 + lam / alpha) ** (-alpha)


alpha_equal = D0**2 / variance_D   # gamma shape with the same variance
alpha_strong = 2.0                 # assumed stronger clustering
for alpha in (alpha_equal, alpha_strong):
    numeric = integrate.quad(
        lambda D: np.exp(-A * D) * stats.gamma.pdf(D, alpha, scale=D0 / alpha),
        0, 20 * D0, limit=200)[0]
    assert abs(numeric - gamma_yield(alpha)) < 1e-7

# Neglected effect: via failures unrelated to the defect density (assumed)
via_count = 1e9
via_fail = 1e-10
via_factor = np.exp(via_count * np.log1p(-via_fail))

# Neglected effect: latent defects in chips that pass the test (assumed ratio)
latent_ratio = 0.01
latent = average(lambda D: np.exp(-A * D)
                 * -np.expm1(-latent_ratio * A * D)) / Y
assert abs(latent - (1 - murphy(lam * (1 + latent_ratio)) / Y)) < 1e-10

# Misreading the yield with the Poisson law
D_poisson = -np.log(Y) / A
Y_double = murphy(2 * lam)
assert Y_double > Y**2

print(f"Metal levels: {levels}")
print(f"Critical area per level: {area_per_level:.2f} cm^2")
print(f"Total critical area A: {A:.2f} cm^2")
print(f"Mean defect density D0: {D0:.2f} cm^-2")
print(f"Largest defect density 2*D0: {2 * D0:.2f} cm^-2")
print(f"Standard deviation of density: {np.sqrt(variance_D):.4f} cm^-2")
print(f"Mean faults per chip lam = A*D0: {lam:.3f}")
print(f"Variance of faults per chip: {count_var:.4f}")
print(f"Single uniform factor (1-exp(-lam))/lam: {np.sqrt(Y):.5f}")
print(f"Yield part from D below D0: {lower:.5f}")
print(f"Yield part from D above D0: {upper:.5f}")
print(f"Murphy yield, formula: {Y:.5f} = {100 * Y:.2f} %")
print(f"Murphy yield, direct quadrature: {lower + upper:.5f}")
print(f"Yield from {samples} random chips: {mc_yield:.5f}")
print(f"Standard error of random-chip yield: {mc_error:.5f}")
print(f"Poisson yield at mean density: {np.exp(-lam):.5f}")
print(f"Ratio Murphy/Poisson: {Y / np.exp(-lam):.5f}")
print(f"Yield if U1 = U2 (not independent): {dependent:.5f}")
print(f"Density inferred by Poisson law: {D_poisson:.4f} cm^-2")
print(f"Error of that density: {100 * (D_poisson / D0 - 1):.2f} %")
print(f"Murphy yield at doubled area: {Y_double:.5f}")
print(f"Square of original yield: {Y**2:.5f}")
print(f"Standard deviation of wafer yield: {wafer_std:.4f}")
print(f"Wafer yield at D = 2*D0: {np.exp(-2 * lam):.4f}")
print("Neglected effects for the same example:")
print(f"Yield, independent density per level: {Y_levels:.5f}")
print(f"Yield, independent density per chip quarter: {Y_quarters:.5f}")
print(f"Gamma shape for equal variance: {alpha_equal:.3f}")
print(f"Yield, gamma density of equal variance: {gamma_yield(alpha_equal):.5f}")
print(f"Gamma shape, stronger clustering (assumed): {alpha_strong:.1f}")
print(f"Yield, stronger clustering: {gamma_yield(alpha_strong):.5f}")
print(f"Via count (assumed): {via_count:.1e}")
print(f"Failure probability per via (assumed): {via_fail:.1e}")
print(f"Via yield factor: {via_factor:.5f}")
print(f"Yield including via factor: {Y * via_factor:.5f}")
print(f"Latent/killer defect ratio (assumed): {latent_ratio:.3f}")
print(f"Passing chips with a latent defect: {100 * latent:.3f} %")
print("finished without a failed check")
```

Output:

```
Metal levels: 8
Critical area per level: 0.25 cm^2
Total critical area A: 2.00 cm^2
Mean defect density D0: 0.50 cm^-2
Largest defect density 2*D0: 1.00 cm^-2
Standard deviation of density: 0.2041 cm^-2
Mean faults per chip lam = A*D0: 1.000
Variance of faults per chip: 1.1667
Single uniform factor (1-exp(-lam))/lam: 0.63212
Yield part from D below D0: 0.26424
Yield part from D above D0: 0.13534
Murphy yield, formula: 0.39958 = 39.96 %
Murphy yield, direct quadrature: 0.39958
Yield from 1000000 random chips: 0.39986
Standard error of random-chip yield: 0.00049
Poisson yield at mean density: 0.36788
Ratio Murphy/Poisson: 1.08616
Yield if U1 = U2 (not independent): 0.43233
Density inferred by Poisson law: 0.4587 cm^-2
Error of that density: -8.26 %
Murphy yield at doubled area: 0.18691
Square of original yield: 0.15966
Standard deviation of wafer yield: 0.1651
Wafer yield at D = 2*D0: 0.1353
Neglected effects for the same example:
Yield, independent density per level: 0.37173
Yield, independent density per chip quarter: 0.37562
Gamma shape for equal variance: 6.000
Yield, gamma density of equal variance: 0.39657
Gamma shape, stronger clustering (assumed): 2.0
Yield, stronger clustering: 0.44444
Via count (assumed): 1.0e+09
Failure probability per via (assumed): 1.0e-10
Via yield factor: 0.90484
Yield including via factor: 0.36155
Latent/killer defect ratio (assumed): 0.010
Passing chips with a latent defect: 0.832 %
finished without a failed check
```
